# Polaron dressing does not narrow every vibronic resonance

An electron that enters an empty molecular level can shake a vibration, and its resonance then splits into a series of lines. For one level, one harmonic mode and leads with a flat, wide, empty band, the exact propagator is

$$G(E)=\sum_{n=0}^{\infty}\frac{P_n}{E-\tilde\varepsilon-n\omega+i\Gamma/2},\qquad P_n=e^{-g}\frac{g^n}{n!}. \tag{1}$$

Here $\omega$ is the vibrational quantum, $g$ the Huang–Rhys factor, $\tilde\varepsilon$ the relaxed level and $\Gamma$ the electronic width without vibration. Each line has the full width $\Gamma$. The factor $e^{-g}$ reduces the weight of the lowest line, not its width.

The belief to be examined says that dressing by vibrations multiplies every width by $e^{-g}$. For $g=1.2$ and $\Gamma=40$ meV it predicts lines 12 meV wide. The lowest line does narrow in this way when its inelastic decay channels are closed, so the condition for it must be found as well.

## The model and the belief

With $\hbar=1$, the Hamiltonian of a spinless electron is

$$H=\varepsilon d^\dagger d+\omega a^\dagger a+\lambda d^\dagger d(a+a^\dagger)+\sum_k\varepsilon_kc_k^\dagger c_k+\sum_k(V_kc_k^\dagger d+V_k^*d^\dagger c_k).$$

The operator $d^\dagger$ fills the level, $c_k^\dagger$ fills a lead state and $a^\dagger$ adds a vibrational quantum. The zero-point energy is dropped. I take $\lambda=\sqrt g\,\omega>0$ and define

$$\Gamma=2\pi\sum_k|V_k|^2\delta(E-\varepsilon_k),\qquad \tilde\varepsilon=\varepsilon-g\omega .$$

No other electron is present, $V_k$ does not depend on the molecular coordinate, and the mode starts in its ground state $|0\rangle$.

The belief comes from a useful transformation. Let $S=\sqrt g\,d^\dagger d(a^\dagger-a)$. Since $[S,a]=-\sqrt g\,d^\dagger d$ and $[S,d]=-\sqrt g(a^\dagger-a)d$,

$$e^Sae^{-S}=a-\sqrt g\,d^\dagger d,\qquad e^Sde^{-S}=dX,\qquad X=e^{-\sqrt g(a^\dagger-a)}.$$

Write $N=d^\dagger d$, with $N^2=N$. The vibrational terms become

$$\omega(a^\dagger-\sqrt gN)(a-\sqrt gN)+\sqrt g\,\omega N(a+a^\dagger-2\sqrt gN)=\omega a^\dagger a-g\omega N .$$

The terms linear in $a+a^\dagger$ cancel, and $g\omega N-2g\omega N=-g\omega N$ lowers the level to $\tilde\varepsilon$. The coupling has moved into the tunnelling term, now $V_kc_k^\dagger dX$ plus its conjugate.

It is tempting to replace $X$ by its ground-state average. Separating the exponentials, $X=e^{-g/2}e^{-\sqrt g a^\dagger}e^{\sqrt g a}$, so $\langle0|X|0\rangle=e^{-g/2}$. Every tunnelling amplitude is then multiplied by $e^{-g/2}$, and every width, being quadratic in the amplitude, by $e^{-g}$. The picture is appealing: the electron drags a displaced molecule, whose overlap with the undisplaced one is small. The overlap is right. The error is to let the molecule end in one vibrational state only.

## What the electron can leave behind

Return to the original frame. With one electron, the state is

$$|\Psi(t)\rangle=|d\rangle|\phi(t)\rangle+\sum_k|k\rangle|\chi_k(t)\rangle,$$

where $\phi$ and $\chi_k$ are vibrational vectors. The Schrödinger equation gives

$$i\dot\phi=H_1\phi+\sum_kV_k^*\chi_k,\qquad i\dot\chi_k=(\varepsilon_k+\omega a^\dagger a)\chi_k+V_k\phi,$$

with $H_1=\varepsilon+\omega a^\dagger a+\lambda(a+a^\dagger)$. For an electron that starts on the level, the second equation at energy $E$ gives $\chi_k=(E+i0-\varepsilon_k-\omega a^\dagger a)^{-1}V_k\phi$. Inserting this in the first yields the propagator as an operator on the vibration:

$$\hat G(E)=\left[E-H_1-\sum_m|m\rangle\langle m|\,\Sigma_0(E-m\omega)\right]^{-1},\quad \Sigma_0(E)=\sum_k\frac{|V_k|^2}{E-\varepsilon_k+i0}. \tag{2}$$

The integer $m$ counts the quanta left in the molecule when the electron is in the lead. That electron has energy $E-m\omega$, which is why $\Sigma_0$ has a shifted argument. Equation (2) holds for any empty band.

For a flat band from $-D$ to $D$ and $|E|<D$,

$$\Sigma_0(E)=\frac{\Gamma}{2\pi}\int_{-D}^{D}\frac{d\epsilon}{E-\epsilon+i0}=\frac{\Gamma}{2\pi}\ln\frac{D+E}{D-E}-\frac{i\Gamma}{2}.$$

The logarithm vanishes as $D\to\infty$ at fixed $E$. Every channel then has the same self-energy, and since $\sum_m|m\rangle\langle m|=1$,

$$\hat G(E)=\left(E-H_1+\frac{i\Gamma}{2}\right)^{-1},\qquad \phi(t)=e^{-\Gamma t/2}e^{-iH_1t}\phi(0). \tag{3}$$

Because $H_1$ is Hermitian, $e^{-iH_1t}$ preserves the norm. The population of the level is therefore $e^{-\Gamma t}$, whatever the value of $g$. The argument does not use the form of $H_1$ or the initial vibrational state, so a changed vibrational frequency does not alter the decay either.

To find the lines, set $b=a+\sqrt g$. Then $\omega b^\dagger b=\omega a^\dagger a+\sqrt g\,\omega(a+a^\dagger)+g\omega$, and hence $H_1=\tilde\varepsilon+\omega b^\dagger b$. Its eigenstates $|\tilde n\rangle$ have energies $\tilde\varepsilon+n\omega$. Since $a|0\rangle=0$, we have $b|0\rangle=\sqrt g|0\rangle$: the initial state is a coherent state of $b$. Projecting on $\langle\tilde n|$ gives $\sqrt{n+1}\,\langle\widetilde{n+1}|0\rangle=\sqrt g\,\langle\tilde n|0\rangle$. Repeated use and normalization give $|\langle\tilde n|0\rangle|^2=e^{-g}g^n/n!=P_n$. Inserting these eigenstates in $G=\langle0|\hat G|0\rangle$ produces equation (1). In time,

$$G(t)=-i\theta(t)\exp\left[-i\tilde\varepsilon t-\frac{\Gamma t}{2}-g(1-e^{-i\omega t})\right],$$

because $\sum_nP_ne^{-in\omega t}=\exp[-g(1-e^{-i\omega t})]$.

The same calculation in the transformed frame locates the fault. There the level's self-energy contains $X^\dagger(\ldots)X$, one factor for leaving and one for returning. In the wide band the middle factor is the number $-i\Gamma/2$, and $X^\dagger X=1$. The belief replaces $\langle X^\dagger X\rangle=1$ by $|\langle X\rangle|^2=e^{-g}$. It keeps the decay that leaves no quantum behind and discards the rest.

## A number for the lifetime

Take $\omega=0.20$ eV, $g=1.2$, $\Gamma=40$ meV and $\tilde\varepsilon=1.10$ eV above the Fermi energy. The vertical level is $\varepsilon=1.10+1.2\times0.20=1.34$ eV. Since $e^{-1.2}=0.3012$, the averaged theory gives $0.3012\times40=12.05$ meV. The lifetimes $\hbar/\Gamma$ are 16.5 fs in the exact result and 54.6 fs in the averaged one.

Equation (3) was tested without eliminating the lead. The Schrödinger equation was propagated with 400 lead levels, spread over 10 eV on either side of the vertical level, and 20 vibrational states. After 16.46 fs the population was 0.3683. The exact law gives $e^{-1}=0.3679$; the averaged theory gives 0.7399. When the quantum on the charged molecule was changed to 0.1789 eV, the population at that time was again 0.3683.

The spectral function $A=-2\,\mathrm{Im}\,G$ is a sum of Lorentzians,

$$A(E)=\sum_nP_n\frac{\Gamma}{(E-\tilde\varepsilon-n\omega)^2+\Gamma^2/4},$$

each of full width $\Gamma$ at half maximum. The lines at 1.10, 1.30, 1.50 and 1.70 eV have weights 0.301, 0.361, 0.217 and 0.087. Read directly from the summed curve, their widths are 40.6, 40.6, 41.0 and 41.8 meV.

The small excess comes from overlapping tails. Alone, the lowest peak would have height $4P_0/\Gamma=30.12$ eV$^{-1}$; in the sum it is 30.54 eV$^{-1}$, a background of $\beta=0.014$ relative to the isolated peak. If that background is treated as constant, half height lies where $1/(1+x^2)+\beta=(1+\beta)/2$, with $x$ the distance from the centre in units of $\Gamma/2$. Thus $x^2=2/(1-\beta)-1\approx1+2\beta$ and $x\approx1+\beta$, which gives 40.6 meV.

A second limit shows how little the vibration can matter to the lifetime. If $\Gamma\gg\omega$, the electron leaves while $\omega t\ll1$, and $1-e^{-i\omega t}\approx i\omega t+\omega^2t^2/2$. The exponent of $G(t)$ becomes $-i\varepsilon t-\Gamma t/2-g\omega^2t^2/2$. If also $\Gamma\gg\sqrt g\,\omega$, the last term is negligible over the lifetime, and one line of width $\Gamma$ remains at the vertical level. The nuclei have had no time to move, yet the averaged theory would still lengthen the lifetime by $e^g$.

## When narrowing is real

Suppose now that the empty band has a lower edge $B$. A decay from line $n$ that leaves $m$ quanta puts the electron at $\tilde\varepsilon+(n-m)\omega$. If this lies below $B$, the channel is closed and its $\Sigma_0$ has no imaginary part.

For $\Gamma\ll\omega$, and with no channel threshold close to the line on the scale of $\Gamma$, treat the self-energy in equation (2) to first order. Its average in $|\tilde n\rangle$ shifts the complex energy, whose imaginary part is minus half the width. Hence

$$\Gamma_n\simeq\Gamma\sum_{m\ \mathrm{open}}|\langle m|\tilde n\rangle|^2,\qquad \tilde\varepsilon+(n-m)\omega>B. \tag{4}$$

With all channels open, completeness makes the sum equal to 1. With $m=0$ alone open, the lowest line has $\Gamma_0\simeq\Gamma e^{-g}$. This is the legitimate home of the exponential factor.

Equation (4) also shows that the narrowing is not common to all lines. In the original frame $|\tilde n\rangle=X|n\rangle$. For $n=1$ the separated form of $X$ gives

$$X|1\rangle=e^{-g/2}e^{-\sqrt g a^\dagger}(|1\rangle+\sqrt g|0\rangle).$$

Projection on $|0\rangle$ and $|1\rangle$ gives overlaps $\sqrt g\,e^{-g/2}$ and $(1-g)e^{-g/2}$. Put the edge half a quantum below $\tilde\varepsilon$. Line 0 then has one open channel and line 1 has two, so

$$\frac{\Gamma_0}{\Gamma}=e^{-g}=0.301,\qquad\frac{\Gamma_1}{\Gamma}=e^{-g}[g+(1-g)^2]=0.3012\times1.24=0.373 .$$

Rule (4) was tested by inverting equation (2) with such an edge and $\Gamma=0.10$ meV, keeping $g$ and $\omega$ fixed. The measured ratios were 0.3013 and 0.3736. Lowering the edge by one quantum at a time raised the ratio for line 0 to 0.663, 0.880 and 0.966. The number of quanta left by line 0 follows $P_m$, with mean $g$ and standard deviation $\sqrt g$. For $g$ of order 1 or larger, its full width therefore returns once the edge lies several $\sqrt g\,\omega$ below $\tilde\varepsilon-g\omega$. For small $g$ the edge must also lie more than one quantum below $\tilde\varepsilon$, since otherwise only $m=0$ is open.

A filled Fermi sea also closes channels, because an electron cannot enter an occupied state. Replacing $B$ by the Fermi energy in (4) gives a lowest-order estimate, not an exact result: the other electrons can also tunnel onto the level. By this estimate, a relaxed level that lies between the Fermi energy and one quantum above it, and many $\Gamma$ away from both limits, does have a lowest line narrowed by $e^{-g}$. At 1.10 eV, channels up to $m=5$ are open to line 0, and the blocked fraction is 0.0015. For line 3 it is 0.045.

## What a current measures

Let an electron come from a tip, with partial width $\Gamma_t$, and leave into a substrate, with $\Gamma_s=\Gamma-\Gamma_t$. The amplitude from tip state $k$ to substrate state $k'$, leaving $m$ quanta, is $V_{k'}G_{m0}V_k^*$, where $G_{m0}=\langle m|\hat G|0\rangle$. Fermi's rule with this full scattering amplitude gives the rate

$$2\pi|V_k|^2\sum_{k'm}|V_{k'}|^2|G_{m0}|^2\delta(E-\varepsilon_{k'}-m\omega)=|V_k|^2\,\Gamma_s\sum_m|G_{m0}|^2 .$$

Summing over tip states in $dE$ replaces $|V_k|^2$ by $\Gamma_t\,dE/2\pi$. A perfectly transmitting channel carries $dE/2\pi$ electrons per unit time: its density of states per length is $1/(2\pi v)$, and each electron moves at speed $v$. The ratio is the transmission,

$$T(E)=\Gamma_t\Gamma_s\sum_m|G_{m0}|^2.$$

From (3), $\hat G^{-1}-(\hat G^\dagger)^{-1}=i\Gamma$. Multiplication by $\hat G^\dagger$ on the left and $\hat G$ on the right gives $\hat G^\dagger-\hat G=i\Gamma\hat G^\dagger\hat G$. Its ground-state element is $\Gamma\sum_m|G_{m0}|^2=A$, so

$$T(E)=\frac{\Gamma_t\Gamma_s}{\Gamma}A(E),\qquad\int T\,dE=\frac{2\pi\Gamma_t\Gamma_s}{\Gamma}. \tag{5}$$

The exact area does not depend on $g$. If the averaged theory keeps the weights $P_n$, the area of $A$ is $2\pi$ in both theories, because the weights sum to 1 whatever the line width. That area therefore cannot settle the dispute, but the height of $A$ can. The averaged theory then predicts a lowest peak of $A$ of 100 eV$^{-1}$, against the exact 30.5 eV$^{-1}$. A current, however, measures $T$. If the averaged theory scales $\Gamma_t$, $\Gamma_s$ and $\Gamma$ all by $e^{-g}$, its prefactor $\Gamma_t\Gamma_s/\Gamma$ also falls by $e^{-g}$, and an isolated lowest line has the peak $T=4\Gamma_t\Gamma_sP_0/\Gamma^2$ in both theories. In $T$ the two differ in the line width and in the area, which the averaged theory reduces by $e^{-g}$. For isolated lines, the total transmission at this peak falls as $e^{-g}$ and its elastic part, $\Gamma_t\Gamma_s|G_{00}|^2$, as $e^{-2g}$.

Equation (5) was tested by matching incoming and outgoing waves on two lattice leads, with $\Gamma_t=10$ meV and $\Gamma_s=30$ meV. At the lowest line the total transmission was 0.2290, and (5) gives $(0.010\times0.030/0.040)\times30.54=0.2290$. The elastic part was 0.0719, a share of 0.314 rather than 0.301. The other lines account for the difference. They add a real part $-\sum_{n\ge1}P_n/(n\omega)\approx-2.5$ eV$^{-1}$ to $G_{00}$, whose imaginary part is $-15.27$ eV$^{-1}$. Thus $|G_{00}|^2\approx240$ eV$^{-2}$, and multiplication by $3\times10^{-4}$ eV$^2$ gives 0.072.

For a scanning tunnelling microscope, take instead $\Gamma_t=1\ \mu$eV with $\Gamma$ still 40 meV. If the bias window covers all lines, the current per spin is $(e/h)\int T\,dE=e\Gamma_t\Gamma_s/(\hbar\Gamma)=0.243$ nA. The first step carries 0.301 of it, or 0.073 nA. This share assumes that the mode relaxes to its ground state between electrons, which at the full current of one spin pass 0.66 ns apart on average. The tip fills the level to at most $\Gamma_t/\Gamma=2.5\times10^{-5}$, and the spectral tail below the Fermi energy suggests an equilibrium occupation near 0.005. The level is thus nearly empty even under bias. With $\Gamma_t$ comparable to $\Gamma_s$, a resonant bias would fill it appreciably, and the one-electron result would no longer suffice.

## Beside a real molecule

The numbers are meant for a large conjugated molecule, partly decoupled from a metal substrate and studied at 10 K. They are rough model values. A quantum of 0.20 eV suits a stiff carbon–carbon stretch, but $g=1.2$ is high for one such mode in a large molecule. The electronic width depends strongly on contact: 40 meV lies between strong adsorption on bare metal and a molecule on an insulating film, where it can be far smaller.

At 10 K and with the inputs chosen here, the largest of the estimated corrections comes from soft motion. A further mode of 10 meV with Huang–Rhys factor 1.0 adds lines too close to resolve, and the lowest feature becomes 51.5 meV wide, although each hidden line keeps the width $\Gamma$. This figure depends strongly on the assumed coupling: a factor of 3.0 gives 67 meV, and a 20 meV mode with factor 3.0 gives 108 meV. Tunnelling that depends on the coordinate changes $\Gamma$ itself. If $V_k$ is multiplied by $1+\eta(a+a^\dagger)$, the wide-band width is, to first order in $\Gamma/\omega$, the average of $\Gamma[1+\eta(a+a^\dagger)]^2$ in $|\tilde n\rangle$. Since $a+a^\dagger=b+b^\dagger-2\sqrt g$,

$$\Gamma_n\simeq\Gamma\left[(1-2\eta\sqrt g)^2+\eta^2(2n+1)\right].$$

For $\eta=0.03$ this gives 35.0 meV for line 0 and 35.2 meV for line 3. This narrowing reflects weaker contact at the displaced geometry; the opposite sign of $\eta$ would broaden the lines.

If a tenth of the voltage drops between molecule and substrate, 40 meV reads as $40/0.9=44.4$ mV on the voltage axis. Thermal smearing, about $3.5k_BT$, is 3.0 meV at 10 K but 90 meV at 300 K, where it would dominate: an isolated line of 40 meV would read about 119 meV, and one of 12 meV about 99 meV. A vibrational lifetime of 1 ps adds roughly 0.7 meV per quantum. A flat band from 8 eV below to 12 eV above the Fermi energy changes the apparent width of the lowest line by less than 0.1 meV. A measured width is therefore not $\Gamma$ until these contributions have been separated. For this nearly empty level, none of the estimated corrections brings the width near 12 meV. The full set of values is in the numerical output.

## Table of computed values

```
Quantum w = 0.20 eV, g = 1.2, g*w = 0.24 eV
Relaxed level 1.10 eV, vertical level 1.34 eV
Gamma = 40.0 meV, tip part 1.0 ueV
exp(-g) = 0.3012, mean-field width 12.05 meV
Lifetime: exact 16.46 fs, mean field 54.63 fs
Line n: energy eV, weight, apparent FWHM meV
  0: 1.10, 0.3012, 40.60
  1: 1.30, 0.3614, 40.64
  2: 1.50, 0.2169, 41.04
  3: 1.70, 0.0867, 41.82
Explicit lead: time fs, population, exp(-Gamma t), mean field
  8.23, 0.6077, 0.6065, 0.8602
  16.46, 0.3683, 0.3679, 0.7399
  32.91, 0.1353, 0.1353, 0.5475
Largest amplitude error, explicit lead: 0.0047
Changed quantum 0.1789 eV: population 0.3683 at 16.46 fs
Series minus matrix, largest: 7.2e-14 1/eV
Band-edge test, Gamma = 0.10 meV
Line n, open channels, width/Gamma exact, channel rule
  0, 1, 0.3013, 0.3012
  0, 2, 0.6627, 0.6626
  0, 3, 0.8796, 0.8795
  0, 4, 0.9663, 0.9662
  1, 2, 0.3736, 0.3735
  1, 3, 0.4893, 0.4891
Scattering test: tip 10 meV, substrate 30 meV
  at line 0: total T 0.2290, elastic T 0.0719
  elastic share 0.3139
A at line 0: exact 30.54, mean field 100.13 1/eV
Full current step per spin: 0.2434 nA
Neglected effects (rough inputs):
  Fermi-blocked width fraction, n=0..3: 0.00150, 0.00750, 0.02128, 0.04506
  Occupation: Fermi tail 0.0049, tip at most 2.5e-05
  Band -8 to 12 eV: line 0 FWHM 40.66 meV
  Thermal smearing 3.5kT at 10 K: 3.02 meV
  Thermal smearing 3.5kT at 300 K: 90.5 meV
  Vibration lifetime 1 ps: 0.66 meV per quantum
  Soft mode 10 meV, g 1.0: line 0 FWHM 51.54 meV
  Tunnelling slope 0.03 per (a+a^dag): widths n=0..3
    34.95, 35.02, 35.09, 35.17 meV
  Voltage drop 0.10 below molecule: Gamma reads 44.4 mV
```
